# Thermal Stress of Clamped Epitaxial Films from Quasiharmonic Free Energies

## Definitions and conventions

The setting treated here is a cell relaxation in which the in-plane lattice constant is held fixed and the normal one is free. It can be driven by the static energy or by the free energy at temperature $T$. For thermal stress the choice matters.

The film is an fcc crystal with a (001) surface, held coherently by a thick substrate. Its conventional cell has in-plane lattice constant $a$ and normal lattice constant $c$, and contains four atoms, so the volume per atom is $V=a^2c/4$. The free energy per atom is

$$F(a,c,T)=E(a,c)+F_{\rm vib}(a,c,T),$$

where $E$ is the static energy and $F_{\rm vib}$ the phonon part, including zero-point motion. Subscripts $a$ and $c$ denote partial derivatives. The in-plane stress $\sigma$ is the true stress, positive in tension. The top face is free, so the normal stress $\sigma_{zz}$ vanishes.

The film is taken as uniform, free of dislocations, and thick enough for surface energies to be negligible. With one atom per primitive cell there are no internal coordinates. Phonon frequencies depend on strain, but other phonon–phonon effects and electronic excitations are left out.

The substrate enters through $a$ alone: a rigid one keeps $a$ constant, and an expanding one supplies $a=a_s(T)$.

## What the relaxation must satisfy

A change of $a$ strains both in-plane directions by $d\ln a$. At constant temperature the work per atom is therefore

$$dF=V\left(2\sigma\,d\ln a+\sigma_{zz}\,d\ln c\right).$$

Comparing coefficients gives $aF_a=2V\sigma$ and $cF_c=V\sigma_{zz}$. The free face requires $F_c=0$, and stability against a change of thickness requires $F_{cc}>0$. These two conditions define the relaxed value $c^*(a,T)$. The stress is then

$$\sigma=\frac{aF_a}{2V}=\frac{2}{ac^*}\,F_a(a,c^*,T).$$

The factor 2 in the numerator comes from $V=a^2c/4$ and the two strained directions together.

The same stress follows from the minimised free energy $F^*(a,T)=F(a,c^*(a,T),T)$, because

$$\frac{dF^*}{da}=F_a+F_c\frac{dc^*}{da}=F_a .$$

One may thus evaluate an analytic derivative at $c^*$, or minimise at neighbouring values of $a$ and take a difference. The two routes respond differently to an incomplete relaxation. If $c$ is wrong by $\delta c$, $F$ changes by $\tfrac12F_{cc}\delta c^2$, but $F_a$ changes by $F_{ac}\delta c$. Near the stress-free cubic state $F_{ac}=2VC_{12}/(ac)$, as shown below, so the analytic stress is wrong by

$$\delta\sigma\simeq\frac{2}{ac}\,\frac{2VC_{12}}{ac}\,\delta c=C_{12}\frac{\delta c}{c},$$

where $4V=a^2c$ was used. For $C_{12}=169$ GPa, a relative error of $10^{-4}$ in $c$ costs 17 MPa. The difference route keeps its advantage only if the step in $a$ is not too small, because any mismatch between the errors of $F$ at the two end points is divided by the distance between them.

The minimum wanted is the one on the fcc branch, with $c$ close to $a$. The same cell describes a bcc crystal at $c/a=1/\sqrt2$, but at equal atomic volume that crystal needs an in-plane constant larger by the factor $2^{1/6}\simeq1.12$, far outside the small strains treated here.

## The phonon contribution

A mode of frequency $\omega$ contributes

$$f=\frac{\hbar\omega}{2}+kT\ln\left(1-e^{-\hbar\omega/kT}\right).$$

Differentiating the logarithm gives $\hbar e^{-\hbar\omega/kT}/(1-e^{-\hbar\omega/kT})=\hbar n$, with $n=1/(e^{\hbar\omega/kT}-1)$. Hence $df/d\omega=\hbar(n+\tfrac12)$.

The squared frequencies are eigenvalues of the dynamical matrix, $De_s=\omega_s^2e_s$. For normalised $e_s$, the changes of the eigenvector cancel in the derivative of $e_s^\dagger De_s$, since they multiply $\omega_s^2\,\partial(e_s^\dagger e_s)/\partial a=0$. This leaves $\partial\omega_s^2/\partial a=e_s^\dagger(\partial D/\partial a)e_s$. With $d\omega=d(\omega^2)/(2\omega)$,

$$F_{{\rm vib},a}=\left\langle\sum_s\frac{\hbar}{2\omega_s}\left(n_s+\tfrac12\right)e_s^\dagger\frac{\partial D}{\partial a}e_s\right\rangle_q ,$$

and the same holds for $c$. The brackets denote the average over wavevectors. Wavevectors are held in reduced coordinates, so the phases $q\cdot R$ do not change as the cell is strained. Degenerate modes share the same prefactor, and their sum is a trace, independent of the basis chosen among them.

Two limits guide the choice of mesh and temperature range.

**High temperature.** For $x=\hbar\omega/kT\ll1$, $n+\tfrac12=1/x+x/12+\dots$, so that

$$F_{{\rm vib},a}\to kT\left\langle\sum_s\frac{\partial\ln\omega_s}{\partial a}\right\rangle_q .$$

At fixed $a$ and $c$ this force is linear in $T$. The leading correction for each mode is a fraction $x^2/12$ of its classical value.

**Low temperature.** Long-wavelength acoustic modes have a density of states proportional to $\omega^2$. Their thermal free energy is $kT\int\omega^2\ln(1-e^{-\hbar\omega/kT})\,d\omega$ times a strain-dependent factor. Substituting $\omega=xkT/\hbar$ shows that it scales as $T^4$. At fixed $a$, the thermal forces on $a$ and $c$, and hence the change of stress from its zero-temperature value, then also scale as $T^4$. A finite mesh that avoids $q=0$ has a lowest phonon energy, and its thermal part freezes out exponentially once $kT$ is well below that energy. The mesh must be refined if this range matters.

An imaginary frequency at any mesh point makes $F_{\rm vib}$ undefined. The quasiharmonic calculation should stop there; dropping the mode would change the function being minimised.

## The procedure at each temperature

1. Set $a$ to the substrate value at $T$.
2. Find the root of $F_c$ at which it passes from negative to positive as $c$ grows, recomputing the phonons at each trial $c$.
3. Check that all frequencies are real.
4. Evaluate $\sigma=2F_a/(ac^*)$.
5. Repeat with a denser wavevector mesh.

If the film is already strained at a reference temperature $T_0$, the thermal part is the difference $\sigma(a_s(T),T)-\sigma(a_s(T_0),T_0)$.

## The linear estimate and its limits

Let $a_f(T)$ be the lattice constant of the free cubic crystal, $\alpha=d\ln a_f/dT$, and $M=\partial\sigma/\partial\ln a$ at constant $T$ with $c$ relaxed. Since $\sigma(a_f(T),T)=0$ at every temperature, differentiation gives

$$\left(\frac{\partial\sigma}{\partial T}\right)_a+M\alpha=0$$

at the stress-free state. If the substrate expands with coefficient $\alpha_s$, the term $M\alpha_s$ is added, and

$$\frac{d\sigma}{dT}=M(\alpha_s-\alpha).$$

To express $M$ by elastic constants, let $\eta$ and $\eta_z$ be the small in-plane and normal strains measured from the free crystal at the same temperature. For a cubic crystal

$$\sigma=(C_{11}+C_{12})\eta+C_{12}\eta_z,\qquad 0=2C_{12}\eta+C_{11}\eta_z .$$

The second equation gives $\eta_z=-(2C_{12}/C_{11})\eta$, and the first becomes $\sigma=M\eta$ with

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

These are isothermal constants. The elastic energy per volume, $(C_{11}+C_{12})\eta^2+2C_{12}\eta\eta_z+\tfrac12C_{11}\eta_z^2$, shows how to obtain them at the stress-free state: $c^2F_{cc}=VC_{11}$ and $acF_{ac}=2VC_{12}$.

On a rigid substrate, heating by a small $\Delta T$ gives $\eta=-\alpha\Delta T$. The total normal strain is the free expansion plus $\eta_z$:

$$\alpha\Delta T+\frac{2C_{12}}{C_{11}}\alpha\Delta T=\alpha\left(1+\frac{2C_{12}}{C_{11}}\right)\Delta T .$$

The clamped film thus expands along its normal by more than the free crystal when $\alpha$ and $C_{12}$ are positive.

Beyond small strains, integrating the definition of $M$ at constant temperature gives

$$\sigma(a,T)=\int_{\ln a_f(T)}^{\ln a}M(a',T)\,d\ln a' .$$

This separates two errors of the linear estimate: the variation of $\alpha$ with temperature, which enters through $a_f(T)$, and the variation of $M$ with strain and temperature.

## Relaxing the static energy instead

Minimising $E$ alone is cheaper, because phonons are then needed on only one line of cells. Let $c_0(a)$ satisfy $E_c=0$, and put $c=c_0+\delta$. To the order needed,

$$F=F(a,c_0,T)+F_{{\rm vib},c}\,\delta+\tfrac12E_{cc}\,\delta^2 .$$

The minimum lies at $\delta=-F_{{\rm vib},c}/E_{cc}$, and

$$F^*=F(a,c_0,T)-\frac{F_{{\rm vib},c}^2}{2E_{cc}}+\dots$$

The total derivative of $F(a,c_0(a),T)$ with respect to $a$ therefore differs from $dF^*/da$ at second order in the phonon part. The partial derivative $F_a$ at $c_0$ does not share this property, since

$$\frac{d}{da}F(a,c_0(a),T)=F_a+F_{{\rm vib},c}\frac{dc_0}{da},$$

and the last term is of first order. Omitting it leaves the phonon stress along the normal unrelaxed.

The conversion to true stress also needs $c$. Using $c_0$ in the factor $2/(ac)$ changes the stress by the relative error of $c_0$, which the estimate $c_0+\delta$ reduces. That estimate needs $F_{{\rm vib},c}$, and hence either analytic derivatives or phonons at one further value of $c$.

## A worked case

The example is a model fcc crystal with a Morse pair potential of depth 0.5 eV, inverse width 1.6 Å$^{-1}$ and pair distance 2.8 Å. It acts over four neighbour shells, and the atomic mass is 50 u. The film is stress-free at 300 K, which fixes $a=3.75963$ Å. On a rigid substrate the relaxed results are:

| $T$ (K) | $a_f$ (Å) | $c^*$ (Å) | $\sigma$ (GPa) |
|---|---|---|---|
| 0 | 3.7551 | 3.7496 | 0.286 |
| 100 | 3.7554 | 3.7503 | 0.265 |
| 300 | 3.7596 | 3.7596 | 0 |
| 500 | 3.7655 | 3.7729 | −0.361 |
| 800 | 3.7753 | 3.7948 | −0.932 |

At 800 K the normal forces balance: $E_c=0.0960$ and $F_{{\rm vib},c}=-0.0960$ eV/Å. In the plane they do not, and

$$F_a=0.14914-0.19064=-0.04150\ \text{eV/Å}.$$

With 1 eV/Å$^3$ = 160.22 GPa,

$$\sigma=\frac{2(-0.04150)}{3.75963\times3.79477}\times160.22=-0.932\ \text{GPa}.$$

Differences of the minimised free energy, with steps of 0.001 Å in $a$, give −0.9322 GPa against the analytic −0.9321 GPa.

**Linear estimate.** At 300 K, $C_{11}=273.8$ GPa, $C_{12}=169.4$ GPa and $\alpha=7.246\times10^{-6}$ K$^{-1}$. The formula gives $M=233.5$ GPa, as does direct straining of the relaxed film. The predicted slope $-M\alpha$ is −1.692 MPa/K, and the computed one agrees to this precision. The normal expansion coefficient is $7.246\times(1+2\times169.42/273.75)=16.2$, in units of $10^{-6}$ K$^{-1}$, again as computed.

Carried over 500 K, the constant slope gives −0.846 GPa, 9% smaller in magnitude than the full result. Using the actual free lattice constant with constant $M$ gives $M\ln(a/a_f)=-0.973$ GPa, 4% too large. By the integral above, the mean modulus along the strain path at 800 K is $0.932/0.00417\simeq224$ GPa, below the 300 K value. The growth of $\alpha$ and the lower modulus thus act in opposite directions here.

**Expanding substrate.** With $\alpha_s=5\times10^{-6}$ K$^{-1}$, the in-plane constant at 800 K is 3.76903 Å and the stress is −0.365 GPa. The linear estimate is −0.262 GPa, short by 28% of the full result. The expansion coefficients partly cancel, so the growth of $\alpha$ weighs more in their difference.

**Static relaxation.** At the same fixed $a$, the static energy gives $c_0=3.73469$ Å and $dc_0/da=-1.247$. For the comparison at 800 K, all derivatives are converted with the fully relaxed $c^*$. The total derivative along $c_0(a)$ gives −0.926 GPa, within 1% of the full result. The partial derivative gives −3.578 GPa, nearly four times the full result. Doubling the phonon part from 0.05 to 0.1 of its actual size multiplies the first error by 3.99 and the second by 2.00, as expected for second and first order. Converting with $c_0$ instead would multiply the total-derivative result by $3.79477/3.73469=1.016$, giving −0.941 GPa. In this case the conversion changes the result by 1.6% and the derivative is in error by 0.6%. The two errors have opposite signs, so the uncorrected value is off by only 1%, and correcting $c$ alone need not improve the result. The derivative error does not shrink with the stress, so it is a larger fraction of the result when the total stress is small.

**Mesh and temperature range.** Going from 216 to 1728 wavevectors, counted in one symmetry octant of the mesh, changes the stress by 0.007 MPa at 100 K and by −0.97 MPa at 800 K. At 800 K the highest mesh phonon energy is 54 meV and $kT$ is 69 meV, so $x^2/12\simeq0.05$: the classical force is within about 5% even for that mode. The lowest energy on the smaller mesh, 5.8 meV, corresponds to 68 K. That mesh should not be used to extract the $T^4$ law.

**Zero-point motion.** The static lattice constant is 3.74849 Å, while the free crystal at 0 K has 3.75513 Å. If $a$ is prescribed as an absolute length, dropping the term $\hbar\omega/2$ from the mode free energy shifts the stress by roughly $233.5\times\ln(3.75513/3.74849)\simeq0.41$ GPa towards tension. This exceeds the whole stress found at 0 K. A fully classical treatment makes the same error at 0 K but a much smaller one at high temperature, where $n+\tfrac12=1/x+x/12+\dots$ leaves only the $x/12$ term missing.

## Using the result for real films

The model does not represent a particular metal. Its expansion coefficient is low for a common fcc metal: copper and aluminium have roughly 17 and 23 in units of $10^{-6}$ K$^{-1}$ near room temperature. A substrate with no expansion is also an extreme choice, and the change from −0.93 to −0.36 GPa shows how strongly this matters. Real metal films may also yield or form misfit dislocations, which breaks the assumption of a coherent, purely elastic film. At a misfit of 0.4% the Matthews–Blakeslee critical thickness is of order 20 nm, and at that thickness a surface stress of 1 to 2 N/m adds 0.05 to 0.1 GPa to the mean film stress. Coherence and negligible surface terms therefore hold together only approximately. An in-plane plastic strain of 0.1% that relieves the misfit reduces the stress magnitude by about $0.001M=0.23$ GPa, a quarter of the rigid-substrate value at 800 K. The computed stress is then the elastic load that drives relaxation, and may differ greatly from the stress that remains.

For a coherent film with real phonons, the free-energy relaxation is the consistent choice. The static relaxation is a useful economy when the phonon part shifts $c$ only slightly, provided that the total derivative is taken. The remaining errors, from the derivative and from the value of $c$ used in the conversion to stress, can be of similar size and should be judged together. The linear estimate suits small temperature intervals; when film and substrate expand at similar rates, the temperature dependence of both coefficients should be kept. The remaining values are in the numerical output.

## Numbers as computed

```
Morse depth 0.5 eV, inverse width 1.6 1/A, pair distance 2.8 A, mass 50.0 u
neighbours 54, phonon mesh points 216
static lattice constant 3.74849 A
fixed in-plane a = free a at 300 K: 3.75963 A
Rigid substrate: T (K), free a (A), relaxed c (A), stress (GPa)
      0  3.75513  3.74956     0.2856
    100  3.75544  3.75025     0.2650
    300  3.75963  3.75963     0.0000
    500  3.76554  3.77286    -0.3605
    800  3.77533  3.79477    -0.9321
At 300 K: C11 273.75, C12 169.42, M 233.46 GPa
  M from relaxed film stress 233.46 GPa
  free expansion coefficient 7.246 1e-6/K
  clamped normal expansion 16.215 1e-6/K
  predicted normal expansion 16.215 1e-6/K
  stress slope -1.6915 MPa/K, -M*alpha -1.6916 MPa/K
At 800 K, rigid substrate, relaxed c:
  static energy -4.13639 eV, phonon part -0.15079 eV
  dE/da 0.14914, dFvib/da -0.19064 eV/A
  dE/dc 0.09600, dFvib/dc -0.09600 eV/A
  mesh phonon energies 5.82 to 53.97 meV
  stress, analytic -0.9321 GPa
  stress, differences of minimised F -0.9322 GPa
  estimate -M*alpha*(T-Tref) -0.8458 GPa
  estimate M*ln(a/free a) -0.9729 GPa
Static-energy c at fixed a: 3.73469 A, dc/da -1.2466
  total derivative along static c(a): -0.9264 GPa
  partial derivative at static c: -3.5778 GPa
  error ratio on doubling phonon part: total 3.994, partial 2.000
Substrate expansion 5.0 1e-6/K: a at 800 K 3.76903 A
  stress -0.3647 GPa; linear estimate -0.2621 GPa
Stress change with 1728 mesh points: 0.007 MPa at 100 K, -0.969 MPa at 800 K
```
